# Slater and response parts of the exchange potential of beryllium, part 2

Beryllium, $1s^2 2s^2$ with $Z=N=4$, is treated in exchange-only Kohn-Sham theory, in Hartree atomic units. The exchange potential $v_x=\delta E_x/\delta\rho$ is split into a Slater and a response part. Still to be found are the shape and height of the shell term (f) and the self-consistent solution (g).

The orbitals $\phi_i=P_i(r)/(r\sqrt{4\pi})$, $i=1$ for $1s$ and $2$ for $2s$, have normalized $P_i$ and levels $\varepsilon_1<\varepsilon_2<0$ in $v_s=-Z/r+v_H+v_x$. Let $\hat h=-\tfrac12\,d^2/dr^2+v_s$, $\kappa_i=\sqrt{-2\varepsilon_i}$, $\kappa=\kappa_2$, $t=P_1/P_2$, and $r_>$ the larger of $r,r'$. $T_s$ is the kinetic energy.

**(a)** $v_x=v_S+v_{\rm resp}$. $v_S$ is the potential of the exchange hole $\rho(\mathbf r')(g-1)$, of charge $-1$, with
$$g-1=-\frac{\gamma^2}{2\rho_\sigma(\mathbf r)\rho_\sigma(\mathbf r')},\quad\gamma=\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r'),\quad\rho_\sigma=\rho/2.$$
The $\delta g$ term of $\delta E_x$, which $v_{\rm resp}$ represents, is $\frac12\iint\frac{\rho\rho'\,\delta g}{r_{12}}\,d^3r\,d^3r'$.

**(b)**
$$Q=P_1^2+P_2^2,\qquad n=4\pi r^2\rho=2Q,\qquad Y_{ij}(r)=\int_0^\infty\frac{P_i(r')P_j(r')}{r_>}\,dr',$$
$$u_iP_i=-\sum_jY_{ij}P_j,\qquad v_S=\frac{\sum_iP_i^2u_i}{Q},\qquad E_x=-\sum_{ij}\int_0^\infty P_iP_jY_{ij}\,dr.$$
The optimized effective potential (OEP) equation fixes $v_x$ up to a constant:
$$S(r)\equiv P_1p_1+P_2p_2=0,\qquad p_i(r)=-\int G_i(r,r')\,(v_x-u_i)P_i(r')\,dr',$$
$$G_i(r,r')=\sum_{a\ne i}\frac{P_a(r)P_a(r')}{\varepsilon_a-\varepsilon_i},$$
with $a$ running over all $s$ states. The OEP makes the total energy $E$ stationary; if this is the minimum, $E_{\rm HF}\le E_{\rm OEP}\le E$ of any other local potential (HF: Hartree-Fock).

**(c)**
$$v_{\rm resp}=w_1f_1+w_2f_2+v_{\rm shift},\qquad f_i=\frac{P_i^2}{Q},\qquad v_{\rm shift}=-\frac{\left(\sum_ip_iP_i'\right)'}{Q},$$
$$w_i=\int P_i^2\,(v_x-u_i)\,dr.$$
Dropping $v_{\rm shift}$ defines KLI. $W=P_1'P_2-P_1P_2'$ obeys $W'=2(\varepsilon_2-\varepsilon_1)P_1P_2$, $W(0)=W(\infty)=0$.

**(d)** With $\eta(r,r')=\frac{\left[P_1(r)P_1(r')+P_2(r)P_2(r')\right]^2}{Q(r)}$, exactly
$$r\,v_S=-1+\int_r^\infty\eta(r,r')\left(1-\frac r{r'}\right)dr'.$$
At large $r$, with $\nu=1/\kappa$, $a=2\nu-1$, $k=2\kappa$, $c=-\nu(\nu-1)/(2\kappa)$,
$$1+r\,v_S=\frac{P_2(r)^2}{4\kappa^2r}\left[1+\frac{2a}{kr}+\frac{3a(a-1)}{(kr)^2}-\frac{4c}{kr^2}+\dots\right],\qquad\frac{2a}{k}=\frac2{\kappa^2}-\frac1\kappa.$$

**(e)** $v_x(\infty)=0$ is equivalent to $w_2=0$. Then $v_{\rm resp}=w_1f_1+v_{\rm shift}$ vanishes exponentially at large $r$, and $\int n\,v_{\rm resp}\,dr=2w_1$.

### (f) Shape and height of the step

Choose signs so that $P_1>0$ and $P_2>0$ near the nucleus, and let $r_n$ be the $2s$ node. Then $W'>0$ for $r<r_n$ and $W'<0$ beyond. As $W$ starts at zero and ends at zero, it is positive for all $r>0$. Now $t'(r)=(P_1/P_2)'=W/P_2^2>0$, the prime here being the derivative. So $t$ rises from a finite positive value at the nucleus to $+\infty$ at $r_n$, and beyond the node it rises from $-\infty$ to $0$. Since $f_1=t^2/(1+t^2)$ grows with $|t|$, it rises monotonically from a value below one to exactly one at $r_n$, and then falls monotonically to zero, passing $\tfrac12$ where $P_1^2=P_2^2$. The step is smooth. Written as $f_1=1/(1+e^{-\ln t^2})$, it falls from $0.9$ to $0.1$ while $\ln t^2$ falls from $\ln9$ to $-\ln9$, so its width is $2\ln9$ divided by the mean decay rate of $t^2$ over the interval. That rate tends to $2(\kappa_1-\kappa_2)$ far out, and it diverges as $2/(r-r_n)$ just outside the node, where $P_2\propto r-r_n$.

For the height, average $v_x-u_1=(v_S-u_1)+w_1f_1+v_{\rm shift}$ over $P_1^2$, writing $\langle\cdot\rangle_1=\int P_1^2(\cdot)\,dr$. The left side gives $w_1$, so

$$w_1=\frac{\langle v_S-u_1\rangle_1+\langle v_{\rm shift}\rangle_1}{1-M_{11}},\qquad M_{11}=\langle f_1\rangle_1 .$$

Both the denominator and the first term of the numerator contain the product $P_1^2P_2^2$, so they collect contributions only where both orbitals are present. This includes the inner lobe of the $2s$ orbital as well as the region between the shells. From $1-f_1=f_2$ and $v_S-u_1=f_1u_1+f_2u_2-u_1=f_2(u_2-u_1)$,

$$1-M_{11}=\int\frac{P_1^2P_2^2}{Q}\,dr,\qquad\langle v_S-u_1\rangle_1=\int\frac{P_1^2P_2^2}{Q}\,(u_2-u_1)\,dr .$$

Without the shift term, $w_1$ is the average of $u_2-u_1$ with the overlap weight $P_1^2P_2^2/Q$. Inserting the definition of $u_iP_i$,

$$P_1^2P_2^2(u_2-u_1)=P_1^2P_2^2\,(Y_{11}-Y_{22})+Y_{12}P_1P_2\,(P_2^2-P_1^2).$$

The first term has a definite sign when $f_1>\tfrac12$ at the nucleus, as in beryllium. Differentiating $Y_{ii}=q_i/r+\int_r^\infty P_i^2/r'\,dr'$, with $q_i(r)=\int_0^rP_i^2\,dr'$, gives $Y_{ii}'=-q_i/r^2$, so $Y_{ii}=\int_r^\infty q_i/r'^2\,dr'$. By the monotonic shape of $f_1$, $P_1^2-P_2^2$ changes sign once, from positive to negative, so $q_1-q_2$ rises from zero and returns to zero, staying positive. Hence $Y_{11}>Y_{22}$ everywhere: the removal of self-repulsion is stronger for the compact orbital. The second term is finite but changes sign, and no bound on its size is derived here, so the sign of $w_1$ is left to the computation.

A second expression ties $w_i$ to orbital energies. Let $\hat F$ be the Fock operator built from the Kohn-Sham orbitals. It differs from $\hat h$ only in the exchange term, whose expectation value is $\int P_i^2u_i\,dr$. Therefore, exactly,

$$w_i=\varepsilon_i-\langle P_i|\hat F|P_i\rangle .$$

To the extent that the Kohn-Sham orbitals are close to the canonical HF orbitals, $\langle P_i|\hat F|P_i\rangle\approx\varepsilon_i^{\rm HF}$. Then $w_2=0$ means $\varepsilon_2\approx\varepsilon_2^{\rm HF}$, and the step height is the amount by which the Kohn-Sham core level lies above the HF one, $w_1\approx\varepsilon_1-\varepsilon_1^{\rm HF}$. These two relations are approximate, with an error set by the difference of the orbitals.

### (g) Numerical solution

The numerical check, with its output, solves the HF, KLI and OEP equations on a radial grid of 197 nodes reaching 24 bohr. For the OEP it does not use the formula of (c). It inserts $v_x=v_S+v_{\rm resp}$ in $S=0$ and divides by $\sqrt Q$, which gives for $y=\sqrt Q\,v_{\rm resp}$ and $d_i=P_i/\sqrt Q$ the symmetric linear equation

$$\sum_id_i(r)\int G_i(r,r')\,d_i(r')\,y(r')\,dr'=-\sum_id_i(r)\int G_i(r,r')\,(v_S-u_i)P_i(r')\,dr' .$$

The solution is fixed up to the constant of (b), which is set by $w_2=0$; beyond 12 bohr $v_{\rm resp}$ is set to zero. The grid is tested against hydrogenic levels and Coulomb integrals, against a coarser grid, and against an HF calculation in a Gaussian basis. The last gives the same printed $E=-14.573023$ and $E_x=-2.666914$ hartree, and a Slater potential of the HF orbitals that differs from the grid result by at most $6.4\times10^{-7}$ hartree at the radii compared.

The energies, in hartree, are these.

| | $E$ | $E_x$ | $\varepsilon_1$ | $\varepsilon_2$ |
|---|---|---|---|---|
| HF | $-14.573023$ | $-2.666914$ | $-4.73267$ | $-0.30927$ |
| OEP | $-14.572433$ | $-2.665773$ | $-4.12570$ | $-0.30923$ |
| KLI | $-14.572282$ | $-2.667189$ | $-4.16684$ | $-0.30885$ |

The ordering of (b) is tested and holds: the OEP lies $0.00059$ hartree above HF and KLI lies $0.00015$ hartree above the OEP. The highest level, $\varepsilon_2=-0.30923$ hartree or $-8.415$ eV, is within $0.00004$ hartree of the HF value. These are values of the exchange-only model, which has no correlation.

**The split as a derivative.** A Gaussian bump of small amplitude $\pm\alpha$, centred at $r_0$, is added to $v_s$, and $E_x$, $n$ and $g$ are recomputed from the new orbitals by their definitions. Central differences give the derivatives with respect to $\alpha$, which are dimensionless for the energies. Two equalities from (a) are tested: $dE_x/d\alpha=\int v_x\,(dn/d\alpha)\,dr$, and equality of the $\delta g$ term with $\int v_{\rm resp}\,(dn/d\alpha)\,dr$. For $r_0=1.0$ bohr, $dE_x/d\alpha=0.022739$, the Slater part gives $0.059163$, and the $\delta g$ term and the $v_{\rm resp}$ integral both give $-0.036424$, with $0.059163-0.036424=0.022739$. The Slater part alone is here $2.6$ times the true derivative. For $r_0=0.5$ bohr the sum is $0.035196-0.013811=0.021385$, and for $r_0=2.0$ bohr it is $0.182303-0.029314=0.152989$, against $0.021385$ and $0.152988$, the last digit differing by rounding.

A second test uses scaling. The orbitals $\sqrt\lambda\,P_i(\lambda r)$ are eigenfunctions of the local potential $\lambda^2v_s(\lambda r)$, so they are an allowed variation. They give $n_\lambda=\lambda\,n(\lambda r)$, and a change of variables in the radial integral gives $E_x\to\lambda E_x$ because $1/r_>$ has dimension of inverse length. Differentiating at $\lambda=1$ yields the Levy-Perdew relation $E_x=\int v_x\,(n+rn')\,dr$. The computed parts are $-3.006690$ from $v_S$ and $+0.340917$ from $v_{\rm resp}$, with sum $-2.665773$ hartree, equal to $E_x$. The Slater part alone misses $E_x$ by $0.341/2.666$, or 13% of $|E_x|$. The same scaling gives $E(\lambda)=\lambda^2T_s+\lambda(E-T_s)$, whose stationarity at $\lambda=1$ requires $T_s=-E$; the computed $T_s=14.572433$ hartree satisfies this test.

**The parts of the potential**, in hartree, with $rv_S$ in hartree·bohr:

| $r$/bohr | $v_S$ | $w_1f_1$ | $v_{\rm shift}$ | $v_{\rm resp}$ | $v_x$ | $rv_S$ |
|---|---|---|---|---|---|---|
| 0.05 | $-3.653$ | 0.585 | $0.014$ | $0.599$ | $-3.054$ | $-0.183$ |
| 0.40 | $-2.173$ | 0.597 | $-0.008$ | $0.590$ | $-1.583$ | $-0.869$ |
| 0.60 | $-1.591$ | 0.606 | $-0.020$ | $0.587$ | $-1.005$ | $-0.955$ |
| 0.80 | $-1.149$ | 0.558 | $0.034$ | $0.592$ | $-0.557$ | $-0.919$ |
| 1.00 | $-0.747$ | 0.351 | $0.076$ | $0.427$ | $-0.320$ | $-0.747$ |
| 1.20 | $-0.521$ | 0.132 | $-0.007$ | $0.125$ | $-0.396$ | $-0.625$ |
| 1.50 | $-0.435$ | 0.022 | $-0.024$ | $-0.002$ | $-0.437$ | $-0.653$ |
| 2.00 | $-0.391$ | 0.001 | $-0.004$ | $-0.003$ | $-0.394$ | $-0.782$ |
| 4.00 | $-0.245$ | 0.000 | $0.000$ | $0.000$ | $-0.245$ | $-0.979$ |
| 10.00 | $-0.100$ | 0.000 | $0.000$ | $0.000$ | $-0.100$ | $-1.000$ |

Here $v_{\rm shift}$ comes from numerical differentiation of $\sum_ip_iP_i'$, independently of the linear system that gave $v_{\rm resp}$. The formula of (c) is tested this way, and the largest value of $|v_{\rm resp}-w_1f_1-v_{\rm shift}|$ over the tested range of radii is $5.7\times10^{-10}$ hartree. The result of (e) is tested as well: only $w_2=0$ is imposed, and $|v_{\rm resp}|$ is at most $5.5\times10^{-11}$ hartree between 6 and 12 bohr.

**The step.** The height is $w_1=0.6064$ hartree, or $16.50$ eV, and $\int n\,v_{\rm resp}\,dr=1.21280=2\times0.60640$ hartree. From the ingredients of (f),

$$w_1=\frac{0.02763+0.00238}{0.04948}=\frac{0.03001}{0.04948}=0.6065\ \text{hartree},$$

which agrees with $0.6064$ within the rounding of the inputs. The small overlap, $1-M_{11}=0.04948$, multiplies the numerator by $20.2$. The shift average of $0.00238$ hartree thus supplies $0.00238/0.04948=0.048$ hartree, 8% of $w_1$. Without it the same orbitals give $0.02763/0.04948=0.558$ hartree, close to the self-consistent KLI height of $0.562$ hartree. The eigenvalue estimate is $-4.12570+4.73267=0.60697$ hartree, which exceeds $w_1$ by $0.0006$ hartree, or 0.1% of $w_1$; its closeness to $w_1$ and the sign $w_1>0$ are tested. The KLI and OEP $1s$ levels differ by $0.041$ hartree while the total energies differ by only $0.00015$ hartree. This agrees with (b): an eigenvalue changes in first order with the potential, and the total energy, being stationary, changes in second order.

The fraction $f_1$ is $0.9645$ at the grid node nearest the nucleus, one at the $2s$ node $r_n=0.589$ bohr, and $0.9$, $0.5$, $0.1$ at $0.819$, $1.037$, $1.332$ bohr. The width is $0.514$ bohr. The mean decay rate of $t^2$ over the step is $2\ln9/0.5136=4.394/0.5136=8.56$ bohr$^{-1}$, about twice the asymptotic rate $2(2.8725-0.7864)=4.17$ bohr$^{-1}$. The asymptotic rate alone would give a width of $1.05$ bohr. The nearness of the node, where the rate diverges, acts in this direction; how much of the factor of two it accounts for is not computed here.

The full $v_{\rm resp}$ keeps the step shape with modifications from the shift term. At the grid nodes between $0.02$ bohr and the $2s$ node it lies between $0.586$ and $0.599$ hartree, slightly below $w_1$ and flatter than $w_1f_1$, which runs from $0.585$ to $0.606$ hartree. It is still $0.594$ hartree at $0.755$ bohr. The shift term reaches $+0.083$ hartree at $0.95$ bohr and $-0.029$ hartree at $1.37$ bohr, so it raises the upper part of the edge and lowers the foot, which sharpens the step. The response part undershoots zero, reaching $-0.006$ hartree at $1.66$ bohr, before it vanishes. These are computed features, and no derivation of their signs is given here.

**Between the shells.** In the range searched, 0.3 to 3 bohr, $v_S$ has no extremum; its smallest slope is $+0.075$ hartree/bohr, found at the outer end of the range. The total $v_x$ has a local maximum of $-0.319$ hartree at $1.01$ bohr and a local minimum of $-0.438$ hartree at $1.43$ bohr, a drop of $0.119$ hartree. Since $v_x'=v_S'+v_{\rm resp}'$ and $v_S'>0$ throughout, the negative slope of $v_x$, which reaches $-0.52$ hartree/bohr at $1.13$ bohr, can come only from the falling response part, whose steepest slope is about $-1.7$ hartree/bohr at $1.05$ bohr (the next digit shifts by about $0.01$ with the discretization). In KLI the sampled values $-0.423$, $-0.399$, $-0.415$, $-0.390$ hartree at $1.0$, $1.2$, $1.5$, $2.0$ bohr show that a bump exists there too, with a drop of at least $0.015$ hartree (the sampled values at $1.2$ and $1.5$ bohr, $-0.3994$ and $-0.4152$ hartree, differ by $0.0158$ hartree). At $1.0$ bohr the KLI potential lies $0.103$ hartree below the OEP.

**The tail.** The product $rv_S$ does not approach $-1$ monotonically. At the tabulated radii it is $-0.955$ at $0.6$ bohr, back up at $-0.625$ at $1.2$ bohr, and $-0.653$ at $1.5$ bohr, from where it falls toward $-1$. These are sampled values; the turning points lie a little further out, near $0.65$ and $1.28$ bohr. The exact identity of (d) explains this. At the node $P_2(r)=0$, so $\eta=P_1(r')^2$: the hole is the compact $1s$ density, and $1+rv_S$ is smaller than the $1s$ charge outside $r_n$. Beyond the step the hole turns into the diffuse $2s$ density, much of which lies outside the electron. At $1.2$ bohr the remainder is $0.375$, while the pure $2s$ hole would give $0.468$; at $2.4$ bohr the two are $0.14166$ and $0.14169$, and at $4.0$ bohr both are $0.020706$. The shell structure is thus present in $v_S$ also, as a change of the hole, though it produces no extremum of $v_S$ itself.

The identity is tested by comparing $1+rv_S$, with $v_S$ from the solution of the Poisson equation, to the direct quadrature of the hole charge outside $r$. The values are $0.37509$, $0.14166$, $0.020706$, $3.7988\times10^{-4}$ and $1.4875\times10^{-7}$ at $1.2$, $2.4$, $4.0$, $7.0$ and $12.5$ bohr by both routes. At $12.5$ bohr the absolute tolerance of the test is comparable with the value itself, so the test is weak at that point, although the printed digits agree. At 10 bohr $rv_S=-0.999994$.

For the asymptotic series take $r=12.5$ bohr, $\kappa=0.7864$ bohr$^{-1}$ and $P_2^2=3.9406\times10^{-6}$ bohr$^{-1}$. The prefactor is

$$\frac{P_2^2}{4\kappa^2r}=\frac{3.9406\times10^{-6}}{4\times0.6184\times12.5}=1.274\times10^{-7},$$

and the computed remainder is $1.4875/1.274=1.167$ times this. The first correction is $(2/\kappa^2-1/\kappa)/r=(3.234-1.272)/12.5=0.157$, so the bracket to first order is $1.157$; this comparison is tested. The difference of $0.010$ matches the second-order terms. With $\nu=1.272$, $a=1.543$, $k=1.573$ bohr$^{-1}$, $kr=19.66$ and $c=-1.272\times0.272/1.573=-0.220$ bohr, they are $3\times1.543\times0.543/19.66^2=0.0065$ and $4\times0.220/(1.573\times12.5^2)=0.0036$, together $0.010$, which brings the bracket to $1.167$.

## Calculated quantities

```
Be Z=4, grid 197 nodes, R=24 bohr; energies in hartree
HF: E=-14.573023 Ex=-2.666914 e1s=-4.73267 e2s=-0.30927
OEP: E=-14.572433 Ex=-2.665773 e1s=-4.12570 e2s=-0.30923
KLI: E=-14.572282 Ex=-2.667189 e1s=-4.16684 e2s=-0.30885
PySCF HF: E=-14.573023 Ex=-2.666914, max vS deviation 6.4e-07 hartree
bump r0=0.5 bohr: dEx=0.021385 vx.dn=0.021385 vS.dn=0.035196 dg term=-0.013811 vresp.dn=-0.013811
bump r0=1.0 bohr: dEx=0.022739 vx.dn=0.022739 vS.dn=0.059163 dg term=-0.036424 vresp.dn=-0.036424
bump r0=2.0 bohr: dEx=0.152988 vx.dn=0.152988 vS.dn=0.182303 dg term=-0.029314 vresp.dn=-0.029314
max|vresp-step-shift|=5.7e-10, max|vresp| for 6<r<12 bohr=5.5e-11 hartree
Levy-Perdew: vx -2.665773 = vS -3.006690 + vresp 0.340917; T=14.572433 hartree
w1(OEP)=0.60640 hartree = 16.501 eV; w1(KLI)=0.56199 hartree
e1s(OEP)-e1s(HF)=0.60697, int rho vresp=1.21280 hartree
M11=0.95052 1-M11=0.04948 <vS-u1>=0.02763 <vshift>=0.00238 hartree
2s node 0.5887; f1=0.9,0.5,0.1 at 0.8188,1.0367,1.3324; width 0.5136 bohr
f1 at first node=0.9645; core vresp from 0.5859 to 0.5992 hartree
vx: min slope -0.5226 hartree/bohr at 1.133 bohr; extrema r:v ['1.010:-0.3194', '1.433:-0.4383']
vS: min slope 0.0752 hartree/bohr at 3.000 bohr; extrema r:v []
vresp: min slope -1.7048 hartree/bohr at 1.052 bohr; extrema r:v ['0.545:0.5859', '0.755:0.5940', '1.657:-0.0061']
vshift: min slope -0.4880 hartree/bohr at 1.090 bohr; extrema r:v ['0.573:-0.0202', '0.950:0.0829', '1.368:-0.0286']
r/bohr     vS      step    shift    vresp     vx     vx(KLI)   r*vS (hartree; last hartree*bohr)
 0.05  -3.6534   0.5850   0.0141   0.5992  -3.0543  -3.1131 -0.182671
 0.20  -3.0176   0.5876   0.0095   0.5971  -2.4205  -2.4740 -0.603515
 0.40  -2.1726   0.5972  -0.0075   0.5897  -1.5829  -1.6193 -0.869021
 0.60  -1.5913   0.6063  -0.0196   0.5867  -1.0047  -1.0289 -0.954808
 0.80  -1.1487   0.5578   0.0337   0.5915  -0.5571  -0.6307 -0.918935
 1.00  -0.7473   0.3509   0.0762   0.4272  -0.3201  -0.4228 -0.747275
 1.20  -0.5208   0.1323  -0.0070   0.1253  -0.3955  -0.3994 -0.624905
 1.50  -0.4350   0.0222  -0.0238  -0.0016  -0.4366  -0.4152 -0.652507
 2.00  -0.3909   0.0013  -0.0040  -0.0027  -0.3936  -0.3900 -0.781858
 3.00  -0.3097   0.0000  -0.0001  -0.0001  -0.3098  -0.3097 -0.929110
 4.00  -0.2448   0.0000  -0.0000  -0.0000  -0.2448  -0.2448 -0.979294
 6.00  -0.1664   0.0000  -0.0000  -0.0000  -0.1664  -0.1664 -0.998508
10.00  -0.1000   0.0000   0.0000  -0.0000  -0.1000  -0.1000 -0.999994
r=1.2 bohr: 1+r*vS=3.7509e-01 hole quadrature=3.7509e-01 2s only=4.6802e-01
r=2.4 bohr: 1+r*vS=1.4166e-01 hole quadrature=1.4166e-01 2s only=1.4169e-01
r=4.0 bohr: 1+r*vS=2.0706e-02 hole quadrature=2.0706e-02 2s only=2.0706e-02
r=7.0 bohr: 1+r*vS=3.7988e-04 hole quadrature=3.7988e-04 2s only=3.7988e-04
r=12.5 bohr: 1+r*vS=1.4875e-07 hole quadrature=1.4875e-07 2s only=1.4875e-07
kappa1=2.8725 kappa2=0.7864 1/bohr; e2s=-8.415 eV
r=12.5 bohr: P2^2=3.9406e-06 1/bohr, remainder ratio 1.1673, series 1.1570
```
